# Dipolar anisotropy of a square monolayer and its continuum estimate: a numerical check

```python
"""Dipolar anisotropy of a square monolayer compared with a continuum film.

Result under test: for parallel point dipoles m on a square lattice of
spacing a, the perpendicular-minus-in-plane energy per atom is
    K = (3/4) S e0,   e0 = mu0 m^2 / (4 pi a^3),
    S = sum' (i^2 + j^2)^(-3/2),
and K divided by the continuum value 2 pi e0 (film thickness a) is
    3 S / (8 pi) = 1 + (3/2) sum_G G / (exp(G) - 1) = 1.078,
where G runs over lengths of nonzero reciprocal vectors in units of 1/a.
Lengths are in units of a and energies in units of e0 until the example.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

pi = np.pi

# Reciprocal-space side
idx = np.arange(-7, 8)
gi, gj = np.meshgrid(idx, idx)
G = 2 * pi * np.sqrt(gi**2 + gj**2).ravel()
G = G[G > 0]
excess = 1.5 * np.sum(G / np.expm1(G))
S = 8 * pi / 3 + 4 * pi * np.sum(G / np.expm1(G))
K_mono = 0.75 * S
K_cont = 2 * pi
ratio = K_mono / K_cont


def layer_g(n):
    return np.sum(G * np.exp(-n * G))


def film_K(N):
    """Anisotropy per atom of N simple cubic layers, reciprocal form."""
    return K_mono - 3 * pi * sum((1 - n / N) * layer_g(n)
                                 for n in range(1, N))


# Real-space side: explicit dipole sums over one layer
def truncated_sum(direction, height, shifted, L):
    if shifted:
        c, half_side = np.arange(-L, L) + 0.5, float(L)
    else:
        c, half_side = np.arange(-L, L + 1).astype(float), L + 0.5
    x, y = np.meshgrid(c, c)
    r2 = x**2 + y**2 + height**2
    r2[r2 == 0] = np.inf          # leaves out the atom itself
    along = direction[0] * x + direction[1] * y + direction[2] * height
    return np.sum((1 - 3 * along**2 / r2) / r2**1.5), half_side


def layer_sum(direction, height=0.0, shifted=False):
    """Removes the 1/size tail by extrapolating from two sizes."""
    d1, h1 = truncated_sum(direction, height, shifted, 200)
    d2, h2 = truncated_sum(direction, height, shifted, 400)
    return (h2 * d2 - h1 * d1) / (h2 - h1)


X, Z = (1.0, 0.0, 0.0), (0.0, 0.0, 1.0)


def layer_difference(height=0.0, shifted=False):
    return layer_sum(Z, height, shifted) - layer_sum(X, height, shifted)


# The lattice sum and the excess
S_direct = layer_sum(Z)
assert abs(S_direct - S) < 1e-5
assert abs(0.75 * S_direct / K_cont - (1 + excess)) < 1e-5
assert 0.075 < excess < 0.085

# Angular law, including independence of azimuth
for theta, phi in [(0.4, 0.3), (1.1, 0.8), (pi / 2, 0.6), (2.0, 2.5)]:
    n = (np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
         np.cos(theta))
    law = -S / 4 + 0.75 * S * np.cos(theta)**2
    assert abs(0.5 * layer_sum(n) - law) < 1e-5

# Field of one layer at a site above it
for height in (1.0, 2.0):
    assert abs(layer_sum(Z, height) + 2 * pi * layer_g(height)) < 1e-4

# Shape integral between sphere and slab
shape = -4 * pi * quad(lambda u: (1 - 3 * u * u) * np.log(u), 0, 1)[0]
assert abs(shape - 8 * pi / 3) < 1e-7

# Slab field from its two charged faces, seen at mid-thickness (t = 1)
face = quad(lambda p: 0.5 * p / (p * p + 0.25)**1.5, 0, np.inf)[0]
demag = 2 * 0.5 * face
assert abs(demag - 1) < 1e-7
assert abs(4 * pi * 0.5 * demag - K_cont) < 1e-6

# Films of several simple cubic layers
A = [layer_difference(float(n)) for n in range(4)]
for N in (1, 2, 4):
    direct = 0.5 * A[0] + sum((1 - n / N) * A[n] for n in range(1, N))
    assert abs(direct - film_K(N)) < 2e-4

# fcc (001): layer spacing 1/sqrt(2), alternate layers shifted
spacing = 1 / np.sqrt(2)
fcc_neighbours = sum(layer_difference(n * spacing, n % 2 == 1)
                     for n in range(1, 7))
fcc_thick = 0.5 * A[0] + fcc_neighbours
fcc_cont = K_cont / spacing
assert abs(fcc_thick - fcc_cont) < 1e-3
fcc_ratio = K_mono / fcc_cont

# Hand calculation with a small square and an integrated tail
hand = []
for L in (1, 2, 3):
    part, h = truncated_sum(Z, 0.0, False, L)
    tail = 4 * np.sqrt(2) / h
    corr = -5 / (6 * np.sqrt(2) * h**3)
    hand.append((L, part, tail, corr, part + tail + corr))
errors = [abs(row[4] - S) for row in hand]
assert errors[0] > errors[1] > errors[2] and errors[2] < 1e-3

# Worked example: cobalt-like monolayer, rough typical values
moment_muB, a_nm, T = 1.8, 0.25, 300.0
muB = const.physical_constants["Bohr magneton"][0]
mu0, eV = const.mu_0, const.e
m, a = moment_muB * muB, a_nm * 1e-9
e0 = mu0 * m**2 / (4 * pi * a**3)
M = m / a**3
K_J = K_mono * e0
Kc_J = 0.5 * mu0 * M**2 * a**3
assert abs(K_J / Kc_J - ratio) < 1e-8
to_ueV = 1e6 / eV
B_sat = 2 * K_J / m
B_cont = mu0 * M

# At half the saturation field the moment stands at cos(theta) = 1/2
res = minimize_scalar(lambda c: c * c - (m * 0.5 * B_sat / K_J) * c,
                      bounds=(-1, 1), method="bounded")
assert abs(res.x - 0.5) < 1e-4

# Neglected effects
spin_orbit_meV = 0.1                       # rough size
disc_nm = 50.0
R = disc_nm / a_nm
c = np.arange(-int(R), int(R) + 1).astype(float)
x, y = np.meshgrid(c, c)
r2 = x**2 + y**2
inside = (r2 > 0) & (r2 <= R * R)
lost = S - np.sum(r2[inside]**-1.5)
assert abs(lost / (2 * pi / R) - 1) < 0.02   # ragged rim of the disc

stiffness = 4.0                            # meV nm^2, rough
kT = const.k * T / eV * 1e3                # meV
gap = 2 * muB * B_sat / eV * 1e3           # meV
magnons = -a_nm**2 * kT / (4 * pi * stiffness) * np.log(-np.expm1(-gap / kT))
# magnon energy w = gap + stiffness k^2, written as w = gap exp(s)
numeric = a_nm**2 / (4 * pi * stiffness) * quad(
    lambda s: gap * np.exp(s) / np.expm1(gap * np.exp(s) / kT),
    0, np.log(40 * kT / gap))[0]
assert abs(numeric / magnons - 1) < 1e-5
reduced = 1 - 2 * magnons / moment_muB
assert 0 < reduced < 1

print("LATTICE SUM (dimensionless)")
for L, part, tail, corr, total in hand:
    print(f"L={L}: sum {part:.5f}, tail {tail:.5f}, "
          f"correction {corr:.5f}, S {total:.5f}")
print(f"S, reciprocal series: {S:.6f}")
print(f"S, direct sum extrapolated: {S_direct:.6f}")
print("ENERGIES PER ATOM (units of e0)")
print(f"perpendicular S/2: {S/2:.4f}")
print(f"in plane -S/4: {-S/4:.4f}")
print(f"difference K: {K_mono:.4f}")
print(f"continuum difference, t = a: {K_cont:.4f}")
print(f"ratio K/K_c: {ratio:.5f}")
print(f"excess: {100*excess:.2f} percent")
for k in (1, 2):
    g = 2 * pi * np.sqrt(k)
    print(f"excess from 4 vectors Ga={g:.4f}: "
          f"{100*1.5*4*g/np.expm1(g):.3f} percent")
print("SIMPLE CUBIC FILMS, excess over continuum")
for N in (1, 2, 4, 10):
    print(f"N={N}: {100*(film_K(N)/K_cont-1):.2f} percent")
print("FCC (001) STACKING")
print(f"monolayer / continuum with t = a/sqrt(2): {fcc_ratio:.4f}")
print(f"thick film / continuum, direct sum: {fcc_thick/fcc_cont:.4f}")
print("EXAMPLE, cobalt-like monolayer (rough inputs)")
print(f"moment: {moment_muB:.1f} Bohr magnetons; a: {a_nm:.2f} nm")
print(f"magnetization M for t = a: {M/1e3:.0f} kA/m")
print(f"e0: {e0*to_ueV:.2f} ueV")
print(f"perpendicular energy: {S/2*e0*to_ueV:.1f} ueV/atom")
print(f"in-plane energy: {-S/4*e0*to_ueV:.1f} ueV/atom")
print(f"K, lattice: {K_J*to_ueV:.1f} ueV/atom = {K_J/a**2*1e3:.4f} mJ/m2")
print(f"K, continuum: {Kc_J*to_ueV:.1f} ueV/atom "
      f"= {Kc_J/a**2*1e3:.4f} mJ/m2")
print(f"lattice minus continuum: {(K_J-Kc_J)*to_ueV:.2f} ueV/atom")
print(f"saturation field, lattice: {B_sat:.3f} T")
print(f"saturation field, continuum: {B_cont:.3f} T")
print("NEGLECTED EFFECTS")
print(f"fcc layer spacing: {a_nm*spacing:.3f} nm")
print(f"continuum K with fcc spacing: {fcc_cont*e0*to_ueV:.1f} ueV/atom")
print(f"spin-orbit anisotropy (rough input): {spin_orbit_meV:.1f} meV/atom")
print(f"spin-orbit / dipolar K: {spin_orbit_meV*1e3/(K_J*to_ueV):.1f}")
print(f"disc radius: {disc_nm:.0f} nm; S lost at centre: "
      f"{100*lost/S:.2f} percent")
print(f"temperature: {T:.0f} K; kT: {kT:.2f} meV")
print(f"stiffness (rough input): {stiffness:.1f} meV nm2")
print(f"magnon gap scale: {gap:.3f} meV")
print(f"thermal magnons per atom: {magnons:.2f}")
print(f"moment left at temperature: {reduced:.2f} of full value")
print(f"K factor, square law: {reduced**2:.2f}; cube law: {reduced**3:.2f}")
print("no test failed")
```

Printed output:

```
LATTICE SUM (dimensionless)
L=1: sum 5.41421, tail 3.77124, correction -0.17459, S 9.01086
L=2: sum 6.80653, tail 2.26274, correction -0.03771, S 9.03156
L=3: sum 7.43072, tail 1.61624, correction -0.01374, S 9.03322
S, reciprocal series: 9.033622
S, direct sum extrapolated: 9.033622
ENERGIES PER ATOM (units of e0)
perpendicular S/2: 4.5168
in plane -S/4: -2.2584
difference K: 6.7752
continuum difference, t = a: 6.2832
ratio K/K_c: 1.07831
excess: 7.83 percent
excess from 4 vectors Ga=6.2832: 7.053 percent
excess from 4 vectors Ga=8.8858: 0.738 percent
SIMPLE CUBIC FILMS, excess over continuum
N=1: 7.83 percent
N=2: 3.92 percent
N=4: 1.96 percent
N=10: 0.78 percent
FCC (001) STACKING
monolayer / continuum with t = a/sqrt(2): 0.7625
thick film / continuum, direct sum: 1.0000
EXAMPLE, cobalt-like monolayer (rough inputs)
moment: 1.8 Bohr magnetons; a: 0.25 nm
magnetization M for t = a: 1068 kA/m
e0: 11.13 ueV
perpendicular energy: 50.3 ueV/atom
in-plane energy: -25.1 ueV/atom
K, lattice: 75.4 ueV/atom = 0.1933 mJ/m2
K, continuum: 69.9 ueV/atom = 0.1793 mJ/m2
lattice minus continuum: 5.48 ueV/atom
saturation field, lattice: 1.448 T
saturation field, continuum: 1.343 T
NEGLECTED EFFECTS
fcc layer spacing: 0.177 nm
continuum K with fcc spacing: 98.9 ueV/atom
spin-orbit anisotropy (rough input): 0.1 meV/atom
spin-orbit / dipolar K: 1.3
disc radius: 50 nm; S lost at centre: 0.35 percent
temperature: 300 K; kT: 25.85 meV
stiffness (rough input): 4.0 meV nm2
magnon gap scale: 0.168 meV
thermal magnons per atom: 0.16
moment left at temperature: 0.82 of full value
K factor, square law: 0.67; cube law: 0.55
no test failed
```
